\section*{Cosine Dispersion and Maximum Group Velocity of a Coupled-Resonator Waveguide}

\section{Result and assumptions}

Identical resonators stand in a row with spacing $R$ along $z$. Light passes from one to the next through the evanescent tails of their modes. The time factor is $e^{-i\omega t}$, the Bloch phase per resonator is $\theta=KR$, and $\mathbf R=R\hat{\mathbf z}$.

\paragraph{Assumptions.}
(i) The media are lossless, non-magnetic and non-dispersive, with real positive permittivity: $\varepsilon_0(\mathbf r)$ for one isolated resonator, $\varepsilon(\mathbf r)=\varepsilon(\mathbf r-\mathbf R)$ for the chain.
(ii) The isolated resonator has one real, localized, non-degenerate mode $\mathbf E_0$ of angular frequency $\Omega$, normalized by $\int\varepsilon_0|\mathbf E_0|^2\,d^3r=1$. A defect in a full photonic band gap can have such a mode, and so can a slab at fixed polarization and fixed in-plane dependence, with localization across the slab only (the field $\propto\cos bx$ used below has a partner $\propto\sin bx$ of the same frequency, but by symmetry the two do not couple). A finite dielectric body in a uniform surrounding always radiates, so for it the assumption is at best an approximation, good when the radiation loss is small.
(iii) The relative amplitude $\eta$ of its tail at the neighbouring resonator is small. At each $K$ one Bloch mode of the chain lies near $\Omega$, and the others stay a finite distance away as $\eta\to0$.
(iv) The remainder of order $\eta^2$ in $\omega(K)$ may be differentiated with respect to $K$. For the slab chain below this is shown explicitly.

Orders in $\eta$ are understood up to powers of the gap between resonators.

\paragraph{Theorem.} To first order in $\eta$,
\begin{align}
\omega(K)&=\Omega\,[1+\kappa\cos KR], \label{band}\\
\kappa&=\int[\varepsilon_0(\mathbf r-\mathbf R)-\varepsilon(\mathbf r)]\,
\mathbf E_0(\mathbf r)\cdot\mathbf E_0(\mathbf r-\mathbf R)\,d^3r. \label{kappa}
\end{align}
The group velocity is $v_g=-\Omega\kappa R\sin KR$. Its magnitude is greatest at band centre, $KR=\pm\pi/2$, where $\omega=\Omega$ and
\begin{equation}
v_{\max}=\Omega|\kappa|R. \label{vmax}
\end{equation}

\section{Proof}

Maxwell's equations give $\nabla\times\nabla\times\mathbf E=\lambda\varepsilon\mathbf E$ with $\lambda=\omega^2/c^2$. The isolated mode obeys the same equation with $\varepsilon_0$ and $\lambda_0=\Omega^2/c^2$. Write $\mathbf E_n=\mathbf E_0(\mathbf r-n\mathbf R)$ and $\varepsilon_n=\varepsilon_0(\mathbf r-n\mathbf R)$. The tight-binding field is the Bloch sum $\mathbf E_K=\sum_n e^{in\theta}\mathbf E_n$.

\paragraph{Lemma 1.} The quotient
\begin{equation}
\lambda_Q=\frac{\int_{\rm cell}\mathbf E_K^*\cdot\nabla\times\nabla\times\mathbf E_K\,d^3r}
{\int_{\rm cell}\varepsilon|\mathbf E_K|^2\,d^3r} \label{quotient}
\end{equation}
differs from the true eigenvalue $\lambda$ by $O(\eta^2)$.

\emph{Proof.} On Bloch fields of given $K$ the operator $L=\varepsilon^{-1}\nabla\times\nabla\times$ is self-adjoint in the inner product $\int_{\rm cell}\varepsilon\,\mathbf F^*\cdot\mathbf G\,d^3r$. Since $\nabla\times\nabla\times\mathbf E_n=\lambda_0\varepsilon_n\mathbf E_n$,
\begin{equation}
(L-\lambda_0)\mathbf E_K=\lambda_0\sum_n e^{in\theta}
\Big(\frac{\varepsilon_n}{\varepsilon}-1\Big)\mathbf E_n\equiv\boldsymbol\rho .
\end{equation}
The bracket vanishes except in resonators other than the $n$th, where $\mathbf E_n$ is a tail. Hence $\|\boldsymbol\rho\|=O(\eta)$.

Expand $\mathbf E_K$ and $\boldsymbol\rho$ in orthonormal eigenfields of $L$, with coefficients $c_m$ and $\rho_m$, so that $(\lambda_m-\lambda_0)c_m=\rho_m$. Curl-free fields are included, with $\lambda_m=0$. Because $\|\mathbf E_K\|$ is close to one, some $\lambda_m$ lies within $O(\eta)$ of $\lambda_0$. By (iii) it is unique; call it $\lambda$. The others obey $|\lambda_m-\lambda_0|\ge\Delta$ with fixed $\Delta$. Then
\begin{equation}
\lambda_Q-\lambda=\frac{\sum_m(\lambda_m-\lambda)|c_m|^2}{\sum_m|c_m|^2},
\qquad |c_m|^2=\frac{|\rho_m|^2}{(\lambda_m-\lambda_0)^2}\quad(\lambda_m\neq\lambda).
\end{equation}
The term with $\lambda_m=\lambda$ drops out. In the others, $|\lambda_m-\lambda|/(\lambda_m-\lambda_0)^2\le 1/\Delta+O(\eta)/\Delta^2$ is bounded, and $\sum_m|\rho_m|^2=O(\eta^2)$. $\square$

The isolated modes are therefore good enough for the hopping term: their distortion by the neighbours is of order $\eta$, but it changes the frequency only in order $\eta^2$.

\paragraph{Lemma 2.} With
$\alpha_n=\int\varepsilon\,\mathbf E_0\cdot\mathbf E_n\,d^3r$ and
$\beta_n=\int\varepsilon_n\,\mathbf E_0\cdot\mathbf E_n\,d^3r$,
\begin{equation}
\frac{\lambda_Q}{\lambda_0}=\frac{\sum_n\beta_n\cos n\theta}{\sum_n\alpha_n\cos n\theta}. \label{ratio}
\end{equation}

\emph{Proof.} Each integral in (\ref{quotient}) is a double sum over sites $m,n$ with phase $e^{i(n-m)\theta}$. For fixed $n-m$, the cell integrals join into one integral over all space. The numerator becomes $\lambda_0\sum_n e^{in\theta}\beta_n$ and the denominator $\sum_n e^{in\theta}\alpha_n$. A shift of the origin gives $\alpha_{-n}=\alpha_n$. It also gives $\beta_{-n}=\int\varepsilon_0\mathbf E_0\cdot\mathbf E_n$, which equals $\beta_n$ because both are $\lambda_0^{-1}\int\mathbf E_0\cdot\nabla\times\nabla\times\mathbf E_n$, with the curls moved to the other factor in one case. The phases then combine into cosines. $\square$

\paragraph{Proof of the theorem.} Normalization gives $\beta_0=1$ and $\alpha_0=1+\Delta\alpha$, where
$\Delta\alpha=\int(\varepsilon-\varepsilon_0)|\mathbf E_0|^2\,d^3r$ contains the square of a tail and is $O(\eta^2)$. The overlaps $\alpha_1,\beta_1$ are $O(\eta)$, and those with $|n|\ge2$ are $O(\eta^2)$ or smaller. The terms $n=\pm1$ together give $2\cos\theta$, so
\begin{equation}
\frac{\omega^2}{\Omega^2}=\frac{1+2\beta_1\cos\theta}{1+2\alpha_1\cos\theta}+O(\eta^2)
=1+2(\beta_1-\alpha_1)\cos\theta+O(\eta^2).
\end{equation}
The square root halves the small term. This is (\ref{band}), with $\kappa=\beta_1-\alpha_1$ as in (\ref{kappa}). Differentiation gives $v_g=d\omega/dK=-\Omega\kappa R\sin KR$, and $|\sin KR|$ has its maximum, one, at $KR=\pm\pi/2$. $\square$

\paragraph{Remark 1: the equivalent chain.} A superposition of Bloch modes has site amplitudes
$a_n(t)=\int f(\theta)e^{in\theta-i\omega(\theta)t}d\theta$. Differentiating in time and writing $2\cos\theta=e^{i\theta}+e^{-i\theta}$ gives
\begin{equation}
i\,\dot a_n=\Omega a_n+J(a_{n-1}+a_{n+1}),\qquad J=\tfrac12\Omega\kappa. \label{chain}
\end{equation}
The band runs from $\Omega-2|J|$ to $\Omega+2|J|$. Its angular-frequency width is $W=4|J|$, so $v_{\max}=2|J|R=WR/2$, and the least delay per resonator is $R/v_{\max}=1/(2|J|)=2/W$. At the band edges $v_g=0$: the Bloch mode is a standing wave. The sign of $\kappa$ decides whether the in-phase state $K=0$ is the bottom or the top of the band; the maximum speed does not depend on it.

\paragraph{Remark 2: loss.} If the stored energy of each resonator decays at a rate $\Gamma$, small enough to leave the band unchanged, a pulse at band centre travels a distance $v_{\max}/\Gamma=(2|J|/\Gamma)R$ before its energy falls by a factor $e$. Transport over many resonators thus requires $2|J|\gg\Gamma$. This treats the loss of each resonator as independent of its neighbours, as for absorption; radiation from neighbouring resonators interferes, so radiative loss in general depends on $K$.

\section{A solvable chain of slabs}

Let the resonators be slabs of index $n_1$ and width $d$ in a cladding of index $n_2<n_1$, with gap $s=R-d$. The field $\mathbf E=\hat{\mathbf y}\,u(z)\cos bx$ is parallel to the slabs, with fixed in-plane wavenumber $b$. It is divergence-free, so $\nabla\times\nabla\times=-\nabla^2$ and
\begin{equation}
-u''+b^2u=k^2\varepsilon(z)u,\qquad k=\omega/c .
\end{equation}
Set $q^2=n_1^2k^2-b^2$ and $\gamma^2=b^2-n_2^2k^2$, both positive, so that light oscillates in the slabs and decays between them. Localization is along $z$, and integrals are taken over $z$.

\paragraph{Lemma 3.} For the even mode, with $k_0=\Omega/c$, $C=\cos(qd/2)$, $S=\sin(qd/2)$ and $\eta=e^{-\gamma s}$, all taken at $k_0$,
\begin{equation}
\kappa=-\frac{2B^2\gamma C^2}{k_0^2}\,e^{-\gamma s},\qquad
\frac1{B^2}=n_1^2\Big[\frac d2+\frac{\sin qd}{2q}\Big]+\frac{n_2^2C^2}{\gamma}. \label{slabkappa}
\end{equation}

\emph{Proof.} The mode is $u_0=B\cos qz$ inside and $u_0=BCe^{-\gamma(|z|-d/2)}$ outside. Continuity of $u'$ requires $qS=\gamma C$. The condition $\int\varepsilon_0u_0^2dz=1$ gives $B$, since $\int\cos^2qz\,dz=d/2+\sin(qd)/(2q)$ over the slab and the two tails contribute $C^2/\gamma$.

In (\ref{kappa}), $\varepsilon_0(z-R)-\varepsilon(z)=-(n_1^2-n_2^2)$ in every slab except the one at $z=R$, and zero elsewhere. The slab at $z=0$ gives the leading term; the next ones, at $-R$ and $2R$, give $O(\eta^3)$. In the slab at $0$ the neighbour's tail is $BCe^{-\gamma(s+d/2)}e^{\gamma z}$, and
\begin{align}
\int_{-d/2}^{d/2}\!\cos qz\,e^{\gamma z}dz
&=\frac{2[\gamma C\sinh(\gamma d/2)+qS\cosh(\gamma d/2)]}{q^2+\gamma^2}\nonumber\\
&=\frac{2\gamma C\,e^{\gamma d/2}}{q^2+\gamma^2},
\end{align}
by $qS=\gamma C$. Multiplying by $-(n_1^2-n_2^2)B^2Ce^{-\gamma(s+d/2)}$ and using $q^2+\gamma^2=(n_1^2-n_2^2)k_0^2$ gives (\ref{slabkappa}). $\square$

\paragraph{Lemma 4.} Without tight binding, the slab chain obeys
\begin{equation}
\cos KR=\cos qd\cosh\gamma s+\frac{\gamma^2-q^2}{2q\gamma}\sin qd\sinh\gamma s, \label{trace}
\end{equation}
with $q,\gamma$ taken at $\omega$. For $\eta\to0$ this reduces to (\ref{band}) with the $\kappa$ of Lemma 3.

\emph{Proof.} The pair $(u,u')$ is continuous. It is carried across a slab and across a gap by
\begin{equation}
\begin{pmatrix}\cos qd&q^{-1}\sin qd\\-q\sin qd&\cos qd\end{pmatrix},\quad
\begin{pmatrix}\cosh\gamma s&\gamma^{-1}\sinh\gamma s\\ \gamma\sinh\gamma s&\cosh\gamma s\end{pmatrix}.
\end{equation}
Their product has unit determinant and eigenvalues $e^{\pm iKR}$, so half its trace is $\cos KR$, which is (\ref{trace}).

Splitting the hyperbolic functions into exponentials,
\begin{equation}
\cos\theta=\tfrac12e^{\gamma s}A(k)+\tfrac12e^{-\gamma s}G(k),\quad
A,G=\cos qd\pm\frac{\gamma^2-q^2}{2q\gamma}\sin qd. \label{AG}
\end{equation}
With $D=qS-\gamma C$, the double-angle formulas give
$A=-D\,(qC+\gamma S)/(q\gamma)$. At $k_0$ we have $D=0$, hence $A=0$. There also $C^2=q^2/(q^2+\gamma^2)$ and $qC+\gamma S=q/C$, so $A'=-D'/(\gamma C)$, the prime on $A$ and $D$ meaning $d/dk$ at $k_0$. From $dq/dk=n_1^2k/q$ and $d\gamma/dk=-n_2^2k/\gamma$,
\begin{equation}
D'=\frac{n_1^2k_0}{q}\Big[S+\frac d2\,\frac qC\Big]+\frac{n_2^2k_0C}{\gamma}=\frac{k_0}{CB^2}.
\end{equation}
Thus $A'=-k_0/(\gamma C^2B^2)$. To first order (\ref{AG}) reads $\cos\theta=A'(k-k_0)/(2\eta)$, so $k-k_0=(2\eta/A')\cos\theta=k_0\kappa\cos\theta$. $\square$

\paragraph{Remark 3: accuracy of the speed.} Call the right side of (\ref{AG}) $F(k)$. Then $dk/d\theta=-\sin\theta/F'(k)$. Across the band $k-k_0=O(\eta)$, so $F'$ equals $A'/(2\eta)$ up to a relative error $O(s\eta)$; the factor $s$ comes from differentiating $e^{\gamma s}$. This justifies assumption (iv) here. At $\theta=\pi/2$, $k-k_0$ is only $O(\eta^2)$, and the derivative of the $G$ term is $O(s\eta^2)$ relative to $A'/(2\eta)$. The speed formula at band centre is therefore better than the band formula: its relative error is $O(s\eta^2)$.

\section{Worked example}

Take the model parameters $n_1=3.5$, $n_2=1.5$, $d=100$ nm, $s=500$ nm and $b=9$ rad/$\mu$m. The mode condition gives $k_0=4.0450$ rad/$\mu$m, that is $\Omega=1212.67$ rad/ps or $193.00$ THz. Further, $\gamma=6.6471\ \mu$m$^{-1}$, $C^2=0.7300$, $B^2=0.7368\ \mu$m$^{-1}$ and $\eta=0.03602$. Hence
\begin{align}
\kappa&=-\frac{2(0.7368)(6.6471)(0.7300)(0.03602)}{(4.0450)^2}=-0.01574,\\
v_{\max}&=(1212.67)(0.01574)(0.600)=11.45\ \mu\mathrm{m/ps}=0.0382\,c .
\end{align}
The group index for transport along $z$ at fixed $b$ is $26.2$ and the delay per resonator $52.4$ fs. Quadrature gives $\beta_1-\alpha_1=0.04800-0.06375=-0.0158$. Each overlap is several times larger than the difference, so neither may be dropped.

The layer-matrix band (\ref{trace}) has a width of $6.11$ THz, against $6.08$ THz from $2\Omega|\kappa|/2\pi$. Its speed at $KR=\pi/2$ is $11.48\ \mu$m/ps, and (\ref{vmax}) is low by $0.23\%$ of that value. For gaps of 400 and 800 nm the error is $0.70\%$ and $0.007\%$. Between 500 and 800 nm it was tested to follow $s\eta^2$ within $15\%$. The largest frequency error of the cosine law, relative to the half bandwidth $\Omega|\kappa|$, falls more slowly: $10\%$, $5.8\%$ and $1.1\%$ at 400, 500 and 800 nm. At 400 nm the cosine is already a rough description of the band.

\section{Second-order corrections}

\paragraph{Displaced maximum.} Add a second harmonic, $\omega=\text{const}+2J\cos\theta+2J_2\cos2\theta$, with $J_2/J=O(\eta)$. The speed is $-R(2J\sin\theta+4J_2\sin2\theta)$. It is stationary where $J\cos\theta+4J_2\cos2\theta=0$. With $\theta=\pi/2+\delta$ and small $\delta$, $\cos\theta\approx-\delta$ and $\cos2\theta\approx-1$, so
\begin{equation}
\delta=-4J_2/J .
\end{equation}
At $\theta=\pi/2$ itself $\sin2\theta=0$, and the harmonic leaves the speed there unchanged. At the displaced maximum $\sin2\theta\approx-2\delta$, and the speed is multiplied by $1-\delta^2/2-4(J_2/J)\delta=1+\delta^2/2$.

In the example $J_2/J=-0.0181$, so $\delta=0.072$ rad, and the layer-matrix band has its greatest speed at that displacement. The predicted rise, $\delta^2/2=0.26\%$, takes $11.48$ to $11.51\ \mu$m/ps, the value found. The statement that the maximum lies at band centre thus belongs to the nearest-neighbour cosine and is not a property of the full band.

\paragraph{Shift of the centre.} The term $\Delta\alpha$ in (\ref{ratio}) alone would shift the band by $-\Omega\Delta\alpha/2$, here $-74.5$ GHz. The actual shift at $\theta=\pi/2$ follows from (\ref{AG}). Since $A(k_0)=0$ implies $G(k_0)=2\cos qd$, setting the left side to zero gives $A'(k-k_0)/(2\eta)=-\eta\cos qd$, or
\begin{equation}
\omega(\pi/2)-\Omega\approx-\Omega\kappa\,\eta\cos qd .
\end{equation}
With $\cos qd=2C^2-1=0.460$ this is $193.00\times0.01574\times0.03602\times0.460$ THz $=+50$ GHz, in agreement with the $50.4$ GHz of the layer-matrix band. In this example even the sign of the $\Delta\alpha$ term is wrong; for the lowest even mode, which has $qd<\pi$, the leading-order shift becomes negative too once $qd>\pi/2$. At $\theta=\pi/2$ the overlaps with $n=\pm2$ in (\ref{ratio}) add $\Omega(\alpha_2-\beta_2)$, which is also of order $\eta^2$. The computed quotient exceeds the true frequency there by only $4\times10^{-6}$ of $\Omega$, or $0.8$ GHz, so these overlaps must contribute about $50+1+75=126$ GHz, more than the $\Delta\alpha$ term takes away. The error of the quotient itself (Lemma 1), though small here, is formally of the same order. Keeping $\Delta\alpha$ alone is therefore not a consistent correction.

\section{Pulses at band centre}

For a pulse on the chain (\ref{chain}), the site number acts on $f(\theta)e^{-i\omega t}$ as $i\,d/d\theta$. The mean position therefore moves at $R$ times the average of $d\omega/d\theta$ over $|f|^2$. An initial amplitude $\exp[-(n-n_0)^2/4\sigma^2+i\theta_0n]$ has a Gaussian $|f|^2$ of standard deviation $1/(2\sigma)$ about $\theta_0$. For $\kappa<0$ the mean speed is then
\begin{equation}
\bar v=v_{\max}\sin\theta_0\,e^{-1/(8\sigma^2)} .
\end{equation}
The real envelope gives no initial correlation between position and speed, so the variance in sites grows as $\sigma^2+t^2\,\mathrm{Var}(d\omega/d\theta)$. To leading order $\mathrm{Var}(d\omega/d\theta)=(2J\cos\theta_0)^2/(4\sigma^2)$, which vanishes at band centre.

Take $\sigma=10$ and $t=200/(2|J|)=10.5$ ps. At $\theta_0=\pi/2$ the computed speed is $11.44\ \mu$m/ps, below $v_{\max}$ by the factor $e^{-1/800}$, and the width ends at $10.01$ sites. At $\theta_0=\pi/4$ the speed is $8.09\ \mu$m/ps, and the width grows to $12.24$ sites; the leading-order estimate is $\sqrt{100+50}=12.25$. In this nearest-neighbour model the point of greatest speed is thus also the point of least spreading. In the full band the same holds at the displaced maximum to leading order in $1/\sigma$, because $d^2\omega/dK^2=0$ there.

Material dispersion, absorption, disorder and finite lateral size are left out of these numbers. The values for all gaps are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
slab index 3.5, cladding index 1.5
slab width 100 nm, gap 500 nm, R 600 nm
in-plane wavenumber b = 9.0 rad/um
resonance Omega/c = 4.0450 rad/um
resonance Omega = 1212.67 rad/ps
resonance Omega/(2 pi) = 193.00 THz
vacuum wavelength = 1553.3 nm
q = 10.9288 rad/um, gamma = 6.6471 1/um
cos^2(q d/2) = 0.7300, B^2 = 0.7368 1/um
tail factor eta = 0.03602
alpha_1 = 0.06375, beta_1 = 0.04800 (quadrature)
beta_1 - alpha_1 = -0.015756 (quadrature)
kappa = -0.015742 (closed form)
J = -9.5448 rad/ps
bandwidth, tight binding = 6.076 THz
bandwidth, layer matrices = 6.106 THz
v_max, tight binding = 11.4538 um/ps = 0.03821 c
group index c/v_max = 26.17
delay per resonator R/v_max = 52.38 fs
speed at KR = pi/2, layer matrices = 11.4800 um/ps
greatest speed, layer matrices = 11.5100 um/ps
its KR - pi/2, found = 0.0724 rad
its KR - pi/2, from -4 J2/J = 0.0723 rad
J2/J from layer-matrix band = -0.01807
Delta alpha = 7.724e-04
-Omega Delta alpha/(4 pi) = -74.5 GHz
true shift at KR = pi/2 = 50.4 GHz
Rayleigh quotient, relative excess in omega at KR = 0, pi/2, pi:
  2.72e-05, 3.93e-06, 1.08e-05
gap nm | v_max um/ps | layer-matrix speed at pi/2 um/ps |
  relative speed error | largest band error / half bandwidth
400 | 18.5545 | 18.6858 | -7.02e-03 | 0.1005
500 | 11.4538 | 11.4800 | -2.29e-03 | 0.0577
650 | 5.2825 | 5.2846 | -3.99e-04 | 0.0252
800 | 2.3388 | 2.3390 | -6.62e-05 | 0.0109
pulse: initial width 10.0 sites, run time 10.477 ps
pulse speed at KR = pi/2: 11.4395 um/ps
pulse speed at KR = pi/4: 8.0889 um/ps
final width at pi/2: 10.01 sites
final width at pi/4: 12.24 sites
\end{verbatim}
